# The Gygi–Baldereschi correction for fcc exchange, with its zone integral evaluated: a program that tests the result

```python
"""Gygi-Baldereschi treatment of the exchange singularity in an fcc crystal.

Result under test (Hartree atomic units):
  F(q) = (a^2/4) / (3 - cx cy - cy cz - cz cx),  ci = cos(qi a/2),
  zone average <F> = (a^2/4) * 3 Gamma(1/3)^6 / (2^(14/3) pi^4),
  E_GB = -(4 pi/Omega) { mean' Phi + M [<F> - mean' F] },
where a is the cubic edge, Omega = a^3/4 the cell volume, M the number of
doubly occupied bands, Phi(q) = sum_G A(q+G)/|q+G|^2 the exchange integrand,
and mean' the average over an n*n*n mesh without the term q+G = 0.
The model crystal has M = 1 and A(q) = exp(-sigma^2 q^2): one Gaussian
orbital per site, with density of standard deviation sigma.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import ellipk, ellipkm1, gamma, hyp2f1
from pyscf import gto

pi = np.pi
a = 10.0
sigma = 0.7
omega = a**3 / 4
prefactor = 4 * pi / omega
recip = (2 * pi / a) * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)


def aux(q):
    c = np.cos(np.asarray(q) * a / 2)
    x, y, z = c[..., 0], c[..., 1], c[..., 2]
    return (a**2 / 4) / (3 - x * y - y * z - z * x)


def mesh(n):
    """Mesh of one reciprocal cell; the first point is q = 0."""
    m = np.indices((n, n, n)).reshape(3, -1).T
    return (m / n) @ recip


def punctured_aux(n):
    return aux(mesh(n)[1:]).sum() / n**3


# ---- properties of the auxiliary function --------------------------------
rng = np.random.default_rng(3)
q_test = rng.uniform(0.1, 0.25, (5, 3))
for b in recip:
    assert np.allclose(aux(q_test + b), aux(q_test), rtol=1e-10)


def finite_part(direction):
    unit = np.array(direction, float) / np.linalg.norm(direction)
    q = 0.004
    return aux(q * unit) - 1 / q**2


part100 = finite_part([1, 0, 0])
part111 = finite_part([1, 1, 1])
assert abs(part100 - a**2 / 48) < 1e-3
assert abs(part111 - a**2 / 36) < 1e-3

# ---- analytic evaluation of the zone average -----------------------------
c1, c2 = 0.3, -0.5
direct = quad(lambda t: 1 / (3 - c1*c2 - (c1 + c2)*np.cos(t)), 0, pi)[0] / pi
product = (4 - (1 + c1)*(1 + c2)) * (4 - (1 - c1)*(1 - c2))
assert abs(direct - product**-0.5) < 1e-10


def elliptic_average(k):
    """Integral of K'(k sin psi) over 0 < psi < pi/2."""
    return quad(lambda p: ellipkm1((k*np.sin(p))**2), 0, pi/2,
                epsabs=1e-11, epsrel=1e-11, limit=200)[0]


for alpha in (0.1, pi / 12, 0.5, 0.7):
    K_sin, K_cos = ellipk(np.sin(alpha)**2), ellipk(np.cos(alpha)**2)
    assert abs(elliptic_average(np.sin(2*alpha)) - K_sin*K_cos) < 1e-8
    series = pi / 2 * hyp2f1(0.25, 0.25, 1, np.sin(2*alpha)**2)
    assert abs(series - K_sin) < 1e-9

# Products of two solutions of T^2 u = z (T+1/4)^2 u, with T = z d/dz,
# must obey T^3 v = z (T+1/2)^3 v. Derivatives are reduced by the first law.
z, u1, u2, d1, d2 = sp.symbols("z u1 u2 d1 d2")
p_coef = z / (2 * (1 - z))
q_coef = z / (16 * (1 - z))


def theta(e):
    return (z*sp.diff(e, z) + d1*sp.diff(e, u1) + d2*sp.diff(e, u2)
            + (p_coef*d1 + q_coef*u1)*sp.diff(e, d1)
            + (p_coef*d2 + q_coef*u2)*sp.diff(e, d2))


v0 = u1 * u2
v1 = theta(v0)
v2 = theta(v1)
v3 = theta(v2)
half = sp.Rational(1, 2)
cubic = v3 + 3*half*v2 + 3*half**2*v1 + half**3*v0
assert sp.simplify(v3 - z*cubic) == 0

K_small = ellipk(np.sin(pi/12)**2)
K_large = ellipk(np.cos(pi/12)**2)
# Integrals of |x^3-1|^(-1/2) on both sides of x = 1, with |x-1| = s^2.
right = quad(lambda s: 2 / np.sqrt(s**4 + 3*s**2 + 3), 0, np.inf)[0]
left = quad(lambda s: 2 / np.sqrt(s**4 - 3*s**2 + 3), 0, np.inf)[0]
assert abs(right - 2 * 3**-0.25 * K_small) < 1e-7
assert abs(left - 2 * 3**-0.25 * K_large) < 1e-7
assert abs(left / right - np.sqrt(3)) < 1e-7
K_gamma = 3**0.25 * gamma(1/3)**3 / (2**(7/3) * pi)
assert abs(K_gamma - K_small) < 1e-12

I_closed = 3 * gamma(1/3)**6 / (2**(14/3) * pi**4)
I_elliptic = elliptic_average(0.5) / pi**2
assert abs(I_closed - I_elliptic) < 1e-9
F_average = a**2 / 4 * I_closed

# ---- zone average from explicit mesh sums --------------------------------
sizes = np.array([12, 16, 24, 32, 48])
sums = np.array([punctured_aux(n) for n in sizes]) / a**2
powers = np.array([0, 1, 3, 5, 7])
matrix = (1.0 / sizes[:, None])**powers[None, :]
coefs = np.linalg.solve(matrix, sums)
assert abs(coefs[0] - F_average / a**2) < 1e-7

# ---- model crystal -------------------------------------------------------
ints = np.indices((27, 27, 27)).reshape(3, -1).T - 13
G_all = ints @ recip
G_all = G_all[np.linalg.norm(G_all, axis=1) < 11.0]


def punctured_model(n):
    total = 0.0
    frac = np.indices((n, n, n)).reshape(3, -1).T / n
    frac = frac - np.round(frac)
    for q in frac @ recip:
        Q2 = ((G_all + q)**2).sum(axis=1)
        Q2 = Q2[Q2 > 1e-12]
        total += (np.exp(-sigma**2 * Q2) / Q2).sum()
    return total / n**3


# Reference from Gaussian two-electron integrals on two neighbour sites.
distance = a / np.sqrt(2)
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]], unit="Bohr",
            basis={"H": [[0, [1 / (4*sigma**2), 1.0]]]}, verbose=0)
overlap = mol.intor("int1e_ovlp")[0, 1]
eri = mol.intor("int2e").reshape(2, 2, 2, 2)
E_ref = -eri[0, 0, 0, 0]
neighbour = eri[0, 1, 0, 1]
assert abs(E_ref + 1 / (sigma*np.sqrt(pi))) < 1e-9
assert abs(overlap) < 1e-5 and abs(neighbour) < 1e-9

Phi_average = omega / (4 * pi * sigma * np.sqrt(pi))
model_sizes = [1, 2, 4, 8, 16]
model_sums = {n: punctured_model(n) for n in model_sizes}
C = Phi_average - model_sums[1] + sigma**2
for n in model_sizes[1:]:
    error = Phi_average - model_sums[n]
    assert abs(error - (C/n - sigma**2/n**3)) < 1e-8
assert abs(-coefs[1] - C / a**2) < 1e-5

rows = []
for n in model_sizes:
    raw = -prefactor * model_sums[n]
    shift = -prefactor * (F_average - punctured_aux(n))
    rows.append((n, raw, shift, raw + shift))
raw_err = {r[0]: r[1] - E_ref for r in rows}
gb_err = {r[0]: r[3] - E_ref for r in rows}
raw_order = np.log2(abs(raw_err[8] / raw_err[16]))
gb_order = np.log2(abs(gb_err[8] / gb_err[16]))
assert abs(raw_order - 1) < 0.05
assert abs(gb_order - 3) < 0.1
assert abs(gb_err[16]) < 1e-4

# ---- output --------------------------------------------------------------
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"cubic edge a = {a:.1f} bohr")
print(f"cell volume Omega = {omega:.1f} bohr^3")
print(f"density width sigma = {sigma:.1f} bohr")
print(f"finite part of F along [100] = {part100:.4f} bohr^2")
print(f"finite part of F along [111] = {part111:.4f} bohr^2")
print(f"K(sin(pi/12)) = {K_small:.9f} (no unit)")
print(f"K(cos(pi/12)) = {K_large:.9f} (no unit)")
print(f"I, Gamma-function form = {I_closed:.10f} (no unit)")
print(f"I, elliptic integral = {I_elliptic:.10f} (no unit)")
print(f"<F>/a^2, closed form = {F_average/a**2:.9f} (no unit)")
print(f"<F>/a^2, mesh extrapolation = {coefs[0]:.9f} (no unit)")
print(f"<F>/(a/2pi)^2 = {F_average*(2*pi/a)**2:.6f} (no unit)")
print(f"<F> for this a = {F_average:.6f} bohr^2")
print(f"C/a^2 from Gaussian model = {C/a**2:.7f} (no unit)")
print(f"C/a^2 from sums of F = {-coefs[1]:.7f} (no unit)")
print(f"4 pi C/Omega = {prefactor*C:.6f} hartree")
print(f"neighbour distance = {distance:.4f} bohr")
print(f"neighbour overlap = {overlap:.2e} (no unit)")
print(f"neighbour exchange integral = {neighbour:.2e} hartree")
print(f"reference exchange per cell = {E_ref:.6f} hartree")
print(f"reference exchange per cell = {E_ref*hartree_ev:.4f} eV")
print("energies per cell in hartree:")
print(" n    N  punctured  correction  corrected")
for n, raw, shift, total in rows:
    print(f"{n:2d} {n**3:4d} {raw:10.6f} {shift:11.6f} {total:10.6f}")
print("errors against the reference in hartree:")
print(" n  punctured    corrected   N*corrected")
for n in model_sizes:
    print(f"{n:2d} {raw_err[n]:10.6f} {gb_err[n]:12.7f} "
          f"{n**3*gb_err[n]:12.6f}")
print(f"order in 1/n, punctured, n=8 to 16: {raw_order:.3f} (no unit)")
print(f"order in 1/n, corrected, n=8 to 16: {gb_order:.3f} (no unit)")
print("all assertions hold")
```

Output:

```
cubic edge a = 10.0 bohr
cell volume Omega = 250.0 bohr^3
density width sigma = 0.7 bohr
finite part of F along [100] = 2.0834 bohr^2
finite part of F along [111] = 2.7779 bohr^2
K(sin(pi/12)) = 1.598142002 (no unit)
K(cos(pi/12)) = 2.768063145 (no unit)
I, Gamma-function form = 0.4482203944 (no unit)
I, elliptic integral = 0.4482203944 (no unit)
<F>/a^2, closed form = 0.112055099 (no unit)
<F>/a^2, mesh extrapolation = 0.112055099 (no unit)
<F>/(a/2pi)^2 = 4.423758 (no unit)
<F> for this a = 11.205510 bohr^2
C/a^2 from Gaussian model = 0.0912129 (no unit)
C/a^2 from sums of F = 0.0912129 (no unit)
4 pi C/Omega = 0.458486 hartree
neighbour distance = 7.0711 bohr
neighbour overlap = 2.89e-06 (no unit)
neighbour exchange integral = 6.72e-12 hartree
reference exchange per cell = -0.805985 hartree
reference exchange per cell = -21.9320 eV
energies per cell in hartree:
 n    N  punctured  correction  corrected
 1    1  -0.372129   -0.563250  -0.935379
 2    8  -0.579821   -0.236001  -0.815822
 4   64  -0.691748   -0.116088  -0.807836
 8  512  -0.748722   -0.057518  -0.806241
16 4096  -0.777336   -0.028682  -0.806018
errors against the reference in hartree:
 n  punctured    corrected   N*corrected
 1   0.433856   -0.1293942    -0.129394
 2   0.226164   -0.0098368    -0.078694
 4   0.114237   -0.0018509    -0.118461
 8   0.057263   -0.0002557    -0.130939
16   0.028649   -0.0000326    -0.133478
order in 1/n, punctured, n=8 to 16: 0.999 (no unit)
order in 1/n, corrected, n=8 to 16: 2.972 (no unit)
all assertions hold
```
